# Importance sampling of deep levels in a Gaussian-disordered lattice

## Scaling and symmetry of the tail

Consider $M=L^d$ sites on a periodic $d$-dimensional cubic lattice with spacing $a$ and Hamiltonian $H=K+\mathrm{diag}(\varepsilon_1,\dots,\varepsilon_M)$. The kinetic matrix $K$ has $2dt$ on its diagonal and $-t$ between nearest neighbours. In one direction its dispersion is $2t(1-\cos ka)\simeq ta^2k^2$. Matching this to $\hbar^2k^2/2m^*$ gives

$$t=\frac{\hbar^2}{2m^*a^2},$$

and the clean band edge lies at zero energy. The site energies are independent Gaussians with mean 0 and variance $\sigma^2$. Let $n_E(\varepsilon)$ be the number of levels below $E<0$. The wanted quantity is

$$N(E)=\frac1M\,\mathbb E_p[n_E],$$

where $p$ is the density of the site energies. In three dimensions the number of levels below $E$ per volume is $N/a^3$.

Only three energies enter, so for a large lattice $N$ is a function of $E/t$ and $\sigma/t$. More can be said deep in the tail. A configuration $v$ has probability density proportional to $e^{-|v|^2/2\sigma^2}$. The cheapest $v$ that produces a level at $E$ is fixed by $K$ and $E$ without reference to $\sigma$, so $v/t$ depends on $E/t$ alone. The leading exponent therefore has the form

$$\ln N\simeq -S,\qquad S=\frac{|v|^2}{2\sigma^2}=\frac{t^2}{\sigma^2}\,s(|E|/t).$$

Translation symmetry adds that the well can sit at any of the $M$ sites with equal probability. Both facts shape the sampler: the trial well supplies the exponent, and all its translations must enter the weight.

## The likelihood ratio

Shift the mean of the site energies from 0 to $v$. The ratio of shifted to original density is

$$\frac{p(\varepsilon-v)}{p(\varepsilon)}
=\exp\frac{|\varepsilon|^2-|\varepsilon-v|^2}{2\sigma^2}
=\exp\frac{v\cdot\varepsilon-|v|^2/2}{\sigma^2}.$$

For any sampling density $q>0$ and $w=p/q$,

$$\mathbb E_q[wf]=\int q\,\frac pq\,f\,d\varepsilon=\mathbb E_p[f].$$

The mean is thus right for every trial well. The variance is another matter.

Suppose $q$ has one well at one fixed site. A deep level may equally form far away, where $v$ vanishes. The site energies near the trial well are then ordinary, and the weight enters the second moment $\mathbb E_q[(wf)^2]=\mathbb E_p[wf^2]$ through

$$\mathbb E_p[w]=e^{|v|^2/2\sigma^2}\,\mathbb E_p\!\left[e^{-v\cdot\varepsilon/\sigma^2}\right]=e^{|v|^2/2\sigma^2}e^{|v|^2/2\sigma^2}=e^{2S}.$$

This outweighs the event's own probability, of order $e^{-S}$. Two uncoupled sites show it. Let $\sigma=1$, let $f$ be half the number of sites below $-3$, and put a well of depth 3 on site 1. Events on site 2 contribute $\frac14e^{9}\Phi(-3)=2.735$, with $\Phi$ the normal distribution function. They make up nearly all of the full second moment, which is also 2.735 to this precision (a grid quadrature gives 2.734), against $6.76\times10^{-4}$ for direct sampling. With an equal mixture of wells on both sites it falls to $8.0\times10^{-6}$.

The general sampler uses $J$ trial wells $v_k$, for several energies, and the unshifted density as a further component. Let $v_{k,c}$ be $v_k$ moved to site $c$, and let

$$q(\varepsilon)=\frac{1}{J+1}\left[p(\varepsilon)+\sum_{k=1}^{J}\frac1M\sum_c p(\varepsilon-v_{k,c})\right].$$

Dividing $p$ by $q$ gives

$$w(\varepsilon)=\frac{J+1}{1+\displaystyle\sum_{k=1}^{J}\frac1M\sum_c\exp\frac{v_{k,c}\cdot\varepsilon-|v_k|^2/2}{\sigma^2}} .$$

The denominator is at least 1, so $w\le J+1$ and

$$\mathbb E_q[(wf)^2]=\mathbb E_p[wf^2]\le(J+1)\,\mathbb E_p[f^2].$$

Even badly chosen wells therefore cannot raise the second moment by more than a factor $J+1$ over direct sampling.

Both $w$ and $n_E$ are unchanged when the whole configuration is translated. Every centre $c$ gives the same distribution of $wn_E$, and samples may be drawn with the well at site 0, provided the sum over $c$ stays in $w$.

## Choosing the trial well

A natural centre for the shifted Gaussian is the most probable configuration with lowest level $E_0(v)=E$. First-order perturbation theory gives $\partial E_0/\partial v_i=\psi_i^2$ for the normalized ground state $\psi$. Making $|v|^2/2\sigma^2+\mu E_0(v)$ stationary yields $v_i/\sigma^2+\mu\psi_i^2=0$. With $b=\mu\sigma^2$,

$$v_i=-b\,\psi_i^2,\qquad K\psi-b\,\psi^2\psi=E\psi .$$

The multiplier has a direct meaning. Along the family of optimal wells,

$$dS=\frac{1}{\sigma^2}\sum_iv_i\,dv_i=-\frac b{\sigma^2}\sum_i\psi_i^2\,dv_i=-\frac{b}{\sigma^2}\,dE ,$$

so at leading exponential order the tail has the local slope energy

$$E_s=\left(\frac{d\ln N}{dE}\right)^{-1}\simeq\frac{\sigma^2}{b}.$$

To solve the nonlinear equation, take a shape $u\le0$ and seek the scale $s$ at which $K+su$ has its lowest level at $E$. From $(K-E)\psi=s|u|\psi$ and $\phi=\sqrt{|u|}\,\psi$,

$$\sqrt{|u|}\,(K-E)^{-1}\sqrt{|u|}\;\phi=\frac1s\,\phi .$$

As $s$ grows from zero, the lowest level is the first to reach $E$. The required $s$ is thus the inverse of the largest eigenvalue. The state follows from $\psi\propto(K-E)^{-1}\sqrt{|u|}\,\phi$, and the next shape is $u=-\psi^2$. The iteration starts from a single site.

It cannot increase the cost. Using $\psi$, the ground state at $v$, as a variational state for another configuration $\varepsilon$ gives

$$E_0(\varepsilon)\le E+\sum_i\psi_i^2(\varepsilon_i-v_i).\qquad(1)$$

On the plane where the sum vanishes, $E_0\le E$. The point of this plane nearest the origin is proportional to $-\psi^2$, and it is no farther away than $v$, which lies on the same plane. Scaling it back until its lowest level is $E$ can only shorten it. Hence $|v|^2$ never rises. This proves descent, not a global minimum. As a test of local minimality, each site depth was multiplied by $e^{0.2g}$ with $g$ a standard normal number, and the well was rescaled to the same $E$. None of twenty such deformations of each tested well was cheaper.

**Deep limit.** For $|E|\gg t$ the state sits on one site of depth $V$. Second-order perturbation theory in the $2d$ bonds gives $E\simeq2dt-V-2dt^2/V$. At leading order $V\simeq|E|+2dt$ and

$$S\simeq\frac{(|E|+2dt)^2}{2\sigma^2}.$$

The bond term left out here lowers $S$ by about $2dt^2/\sigma^2$. This is small compared with $S$ in the deep limit, but it does not vanish, so the formula gives the trend of $\ln N$ and not the size of $N$.

**Shallow limit.** For $|E|\ll t$ and $d<4$ a broad well has width of order $a\sqrt{t/|E|}$ and depth of order $|E|$, so that

$$S\sim\frac{|E|^2}{\sigma^2}\left(\frac{t}{|E|}\right)^{d/2}=\frac{t^{d/2}|E|^{2-d/2}}{\sigma^2}.$$

In one dimension the coefficient follows from $\psi=\sqrt{\kappa/2}\,\mathrm{sech}\,\kappa x$, with $x$ in units of $a$. Since $\psi''=\kappa^2\psi-2\kappa^2\mathrm{sech}^2(\kappa x)\,\psi$, the equation $-t\psi''-b\psi^3=E\psi$ requires $E=-t\kappa^2$ and $b\kappa/2=2t\kappa^2$, or $b=4t\kappa$. With $\int\psi^4dx=\kappa/3$,

$$S=\frac{b^2}{2\sigma^2}\,\frac{\kappa}{3}=\frac{8t^2\kappa^3}{3\sigma^2}=\frac{8\,t^{1/2}|E|^{3/2}}{3\sigma^2}.$$

In three dimensions the estimate is $S\sim t^{3/2}|E|^{1/2}/\sigma^2$. A broad well can then undercut a compact one near the edge, and a descent started from one site may miss it. The estimator stays unbiased there, but its variance can grow. Where $S$ is not large, a single optimal well no longer describes the tail.

## A lower bound

Inequality (1) also bounds $N$. Put $v=-b\psi^2$: the sum in (1) equals $-v\cdot(\varepsilon-v)/b$. Every configuration with $v\cdot\varepsilon>|v|^2$ therefore has a level below $E$. Define $z=|v|/\sigma=\sqrt{2S}$ and $X_c=v_c\cdot\varepsilon/(|v|\sigma)$, a standard normal variable. The condition for centre $c$ is $X_c>z$, with probability $\Phi(-z)$.

There is at least one level if any of these $M$ conditions holds. The probability of a union is at least the sum of the single probabilities minus the sum over pairs. If $X_0>z$ and $X_c>z$, then $X_0+X_c>2z$. This sum has variance $2(1+r_c)$, where $r_c=v\cdot v_c/|v|^2$. Dividing by $M$,

$$N(E)\ge\Phi(-z)-\frac12\sum_{c\ne0}\Phi\!\left(-z\sqrt{\frac{2}{1+r_c}}\right).$$

## Procedure and statistical error

1. Compute wells $v_k$ for energies covering the wanted range, including one shallower than the range.
2. Draw $n$ configurations from each component: $\varepsilon=\sigma g$ for the unshifted one and $\varepsilon=v_k+\sigma g$ for the others, with $g$ a vector of standard normal numbers.
3. Evaluate $w$ with sums of exponentials taken in logarithmic form, and diagonalize $H$.
4. Record $y_{kj}(E)=w\,n_E/M$ for sample $j$ of component $k$, at all wanted energies.

With $k=0,\dots,J$ and $s_k^2$ the sample variance within component $k$,

$$\hat N=\frac{1}{(J+1)n}\sum_{k,j}y_{kj},\qquad
\delta\hat N=\frac{1}{J+1}\sqrt{\sum_k\frac{s_k^2}{n}} .$$

Fixed numbers per component remove the variance between component means, so stratification cannot do worse than random choice of the component.

Since $\mathbb E_q[w]=1$, the mean weight is a partial check. A rare set of configurations contributes only its own small probability to this mean, so a value near 1 does not certify the tail. Dividing by the mean weight would make $\hat N$ a ratio of two random numbers, which is in general biased at finite $n$, so the weights are left as they are.

The density of states averaged over a window of half-width $h$ is $[N(E+h)-N(E-h)]/2h$. Both terms come from the same samples, so its error is computed from the differences of $y$ sample by sample. The slope energy is $E_s=2h/\ln(\hat N_+/\hat N_-)$. To first order $\delta\ln(\hat N_+/\hat N_-)=\delta\hat N_+/\hat N_+-\delta\hat N_-/\hat N_-$, so the error of the logarithm is that of the mean of $y_+/\hat N_+-y_-/\hat N_-$.

For comparison, direct sampling of $B$ boxes sees a rare level with probability about $MN$ per box. The variance of the count is then also about $MN$, and a relative error $r$ needs

$$B\simeq\frac{1}{MNr^2}.$$

## A chain with a deterministic answer

In one dimension $N$ can be found without random numbers. Gaussian elimination of $H-E$ on an open chain produces pivots

$$d_{i+1}=\varepsilon_{i+1}+2t-E-\frac{t^2}{d_i}.$$

By Sylvester's law of inertia, the number of negative pivots is the number of levels below $E$. The pivots form a Markov chain, and $N(E)$ for the infinite chain is its stationary probability of $d<0$. This was computed on a grid of 1600 cells; with 800 cells it changed by less than 0.5%.

The sampler used a ring of 20 sites with $t=1$, $\sigma=0.6$ and 3000 samples in each of five components. One set of wells was optimal. The other had a single lowered site, with depth $\sqrt{(|E|+2t)^2-4t^2}$ for a level at $E$.

| $E/t$ | pivots | optimal wells | single-site wells |
|---|---|---|---|
| $-1.0$ | $2.715\times10^{-4}$ | $(2.66\pm0.07)\times10^{-4}$ | $(3.05\pm0.15)\times10^{-4}$ |
| $-1.5$ | $1.720\times10^{-6}$ | $(1.66\pm0.05)\times10^{-6}$ | $(1.57\pm0.10)\times10^{-6}$ |
| $-2.0$ | $6.10\times10^{-9}$ | $(5.9\pm0.2)\times10^{-9}$ | $(6.0\pm0.3)\times10^{-9}$ |

The largest deviation, for single-site wells at $-1.0$, is 2.2 standard errors. The cruder wells cost precision: at $-1.0$ the error doubles, while at $-2.0$, where the state is more compact, it grows by a fifth. The lower bound at $-2.0$ is $4.77\times10^{-9}$, or 78% of the pivot result.

## Conduction-band tail of an oxide film

The example is a coarse lattice model of amorphous In-Ga-Zn oxide with rough inputs: $a=1.0$ nm, $m^*=0.34\,m_e$ and $\sigma=0.12$ eV. These give $t=0.112$ eV and a site density of $10^{21}\ \mathrm{cm^{-3}}$. The box has 125 cells, with 700 samples in each of five components. Wells were placed at $-0.05$, $-0.10$, $-0.15$ and $-0.20$ eV. The mean weight was $0.989\pm0.011$.

Take $E=-0.15$ eV. The deep-limit formula $V+6t^2/V=|E|+6t=0.822$ eV gives $V\simeq0.72$ eV. The optimal well is 0.699 eV deep at its centre and 0.024 eV at each neighbour, with $S=17.08$ and $z=\sqrt{34.16}=5.84$. The sampler returns $N=(3.9\pm0.2)\times10^{-9}$ per site, above the bound $2.5\times10^{-9}$. Hence

$$\frac{N}{a^3}=3.9\times10^{-9}\times10^{21}\ \mathrm{cm^{-3}}=3.9\times10^{12}\ \mathrm{cm^{-3}}.$$

The relative statistical error is 6%. Direct sampling would need about $6.5\times10^{8}$ boxes for the same error, against 3500 here.

| $E$ (eV) | levels below $E$ (cm⁻³) | density of states (cm⁻³ eV⁻¹) | $E_s$ (meV) |
|---|---|---|---|
| $-0.10$ | $(1.4\pm0.1)\times10^{14}$ | $(1.5\pm0.1)\times10^{16}$ | $11.7\pm0.6$ |
| $-0.15$ | $(3.9\pm0.2)\times10^{12}$ | $(2.6\pm0.2)\times10^{14}$ | $15.4\pm0.8$ |
| $-0.20$ | $(1.25\pm0.08)\times10^{11}$ | $(8.9\pm0.8)\times10^{12}$ | $15.0\pm0.9$ |

The densities of states are averages over 20 meV. For an exponential tail such an average is larger than the central value by the factor $\sinh(x)/x$ with $x=h/E_s$, an excess of 7% for $E_s=15.4$ meV.

The slope can be predicted from the well. At $-0.15$ eV the central cell carries 0.768 of the state, so $b=0.699/0.768=0.910$ eV and $\sigma^2/b=0.0144/0.910$ eV $=15.8$ meV. This lies within the error of the sampled $15.4\pm0.8$ meV, but that error is too wide to test it closely. More precise sampling gives 14.6 meV for 125 cells and 15.1 meV for 512 cells, so the leading exponent alone overestimates the slope energy by 5 to 8% here. At $-0.10$ eV the action changes by 3.19 over the next 50 meV, which suggests 15.7 meV, yet the sampled slope energy is 11.7 meV. Much of this difference comes from the small box. With 216 cells the slope energy at $-0.10$ eV rises to between 13 and 14 meV, and the number of levels below that energy falls by a fifth to a third. With 512 cells the slope energy is about 14 meV, and the number is about a third below its value for 125 cells. The first row of the table therefore carries a finite-size error well above its statistical error.

Box size also matters deeper in the tail. At $-0.15$ eV a box of 64 cells gave $(6.9\pm0.4)\times10^{-9}$ per site (a more precise estimate is about $6.1\times10^{-9}$), well above the value for 125 cells. The action itself changes little, from 17.08 to 17.18, between 125 and 343 cells. Going from 125 to 512 cells lowers the number of levels by a further 10 to 20%, a finite-size error that the quoted 6% does not include. At $-0.20$ eV the same change of box lowers the number by a little under 10%, comparable to the statistical error. In the 64-cell box at $-0.055$ eV, direct sampling gave $(6.6\pm0.4)\times10^{-4}$ and shifted sampling $(5.5\pm0.4)\times10^{-4}$, a difference of 2.1 combined standard errors.

## What the film model leaves out

The following estimates refer to the well at $-0.15$ eV.

*Motion inside a cell.* If each cell is a square well in a continuum, a state confined to it costs more kinetic energy. Keeping the well's shape and the level fixed, the depth must grow by a factor between 1.7 and 1.8 (1.675 and 1.710 on meshes of 3 and 4 points per cell edge). The action grows by its square, and at fixed $\sigma$ the density changes by $-(1.710^2-1)\times17.08/\ln10\simeq-14$ decades on the finer mesh. The coarser mesh gives about $-13$. Neither is converged: with 12 points per edge the factor is 1.756 and the change about $-15.5$ decades, and extrapolation gives a factor near 1.76. Reshaping the well recovers at least about one of these decades, but the loss remains large. Restoring the exponent at fixed shape needs $\sigma\simeq0.21$ eV.

*Correlated cells.* For covariance $C$, the least cost of a prescribed $\psi^2\cdot\varepsilon$ is inversely proportional to $\psi^2\cdot C\psi^2$. A neighbour correlation of 0.1 lowers $S$ enough to double the density, with the orbital held fixed.

*Charge.* With rough permittivities of 12 (static) and 4 (fast), a second electron is repelled by 0.175 eV. Static lattice relaxation around one trapped electron is also 0.175 eV. The two agree because $\frac12(\frac14-\frac1{12})=\frac1{12}$ for these inputs. Relaxation of the free carrier is not subtracted. Either energy is comparable to the level's depth, so the spectrum describes single-electron levels in a rigid lattice.

*Temperature.* At 300 K, $k_BT=25.9$ meV exceeds $E_s$. For Boltzmann occupation the electron density per energy varies as $e^{E(1/E_s-1/k_BT)}$ and rises towards the band, so the deepest levels hold few of the electrons. Boltzmann occupation requires the Fermi level to lie well below these levels. For this mass at 300 K that fails at $-0.15$ eV once the carrier density reaches about $10^{16}\ \mathrm{cm^{-3}}$. The deep levels are then largely filled, but they number only about $4\times10^{12}\ \mathrm{cm^{-3}}$ and still hold a small share of the electrons.

Slopes of roughly 10 to 20 meV have been inferred for conduction-band tails of such oxide films, and the model falls in that range. This is weak support, since $\sigma$ and $a$ were chosen and, at leading exponential order, $E_s$ scales as $\sigma^2$ at fixed $b$. Real films break the assumption of structureless, independent cells, and the first estimate above shows that this can move the density by many decades. Levels due to oxygen deficiency or hydrogen are absent. The absolute densities therefore belong to the lattice model; applying it to a film requires fitting $\sigma$ and $a$ to that film's measured tail.

## Computed results

```
TWO UNCOUPLED SITES, threshold -3 spreads: second moments
direct 6.757e-04, one fixed well 2.734e+00, both wells 7.962e-06
far-event formula for one fixed well: 2.735e+00
CHAIN: 20 sites, hopping 1.0, spread 0.6 (energies in hoppings)
samples per component 3000, components 5
E=-1.0: N pivots 2.715e-04, half-space bound 1.389e-04
  optimal wells 2.659e-04 +- 7.0e-06, crude wells 3.048e-04 +- 1.5e-05
E=-1.5: N pivots 1.720e-06, half-space bound 1.123e-06
  optimal wells 1.664e-06 +- 5.4e-08, crude wells 1.573e-06 +- 9.5e-08
E=-2.0: N pivots 6.102e-09, half-space bound 4.765e-09
  optimal wells 5.933e-09 +- 2.4e-10, crude wells 5.973e-09 +- 2.9e-10
window DOS at -1.5 per site and hopping: 2.169e-05 +- 8.1e-07, pivots 2.207e-05
FILM MODEL
cell 1.0 nm, mass 0.34 m_e, spread 0.12 eV
hopping 0.1121 eV, site density 1.00e+21 cm^-3
box of 64 cells, E=-0.055 eV: levels per site below E
  direct 6.582e-04 +- 3.5e-05, shifted 5.503e-04 +- 3.7e-05
box of 125 cells, 700 samples in each of 5 components
mean weight 0.9890 +- 0.0114
E=-0.10 eV: centre depth 0.628 eV, neighbour 0.0289 eV, action 13.89
  N per site 1.435e-07 +- 1.1e-08, half-space bound 6.782e-08
  levels below E 1.44e+14 +- 1.1e+13 cm^-3
  DOS, 20 meV window 1.46e+16 +- 1.4e+15 cm^-3 eV^-1
  slope energy 11.7 +- 0.6 meV, direct boxes for same error 1.0e+07
E=-0.15 eV: centre depth 0.699 eV, neighbour 0.0236 eV, action 17.08
  N per site 3.893e-09 +- 2.2e-10, half-space bound 2.543e-09
  levels below E 3.89e+12 +- 2.2e+11 cm^-3
  DOS, 20 meV window 2.60e+14 +- 2.0e+13 cm^-3 eV^-1
  slope energy 15.4 +- 0.8 meV, direct boxes for same error 6.5e+08
E=-0.20 eV: centre depth 0.762 eV, neighbour 0.0205 eV, action 20.26
  N per site 1.248e-10 +- 8.3e-12, half-space bound 9.721e-11
  levels below E 1.25e+11 +- 8.3e+09 cm^-3
  DOS, 20 meV window 8.93e+12 +- 7.6e+11 cm^-3 eV^-1
  slope energy 15.0 +- 0.9 meV, direct boxes for same error 1.4e+10
NEGLECTED EFFECTS at E=-0.15 eV
weight of the state on its central cell: 0.768
continuum square cells: depth factor 1.710 (coarser mesh 1.675)
  log10 change of density at fixed spread: -14.3
neighbour correlation 0.1: density times 1.96
rough permittivities: static 12, fast 4
second-electron repulsion 0.175 eV, static relaxation 0.175 eV
thermal energy at 300 K: 25.9 meV
action in boxes of 125 and 343 cells: 17.078, 17.183
N per site, 64 cells: 6.943e-09 +- 3.8e-10; 125 cells: 3.893e-09 +- 2.2e-10
```
